\section*{Magnetization and Quadrupole Relaxation in a Six-Well Cubic Magnet}

\section{Which multiple of the hopping rate?}

Suppose that a retention calculation for a small magnetic particle has given a barrier and a rate $k$ for crossing it into one neighbouring well. One decision remains: which multiple of $k$ is the decay rate of the stored signal? The answer depends on the well geometry and on what is read. A sensor that responds to the sign of the magnetization can see a different decay from one that responds only to its axis. The same decision arises in reverse when $k$ is extracted from a simulated or measured decay.

For a cubic particle with six easy directions and hops to perpendicular neighbours, the magnetization decays at $4k$ and the population difference between axes at $6k$. Here $k$ is the rate to one particular neighbour, so the total escape rate from a well is $4k$.

\section{The wells and the allowed hops}

Let $\mathbf n=(x,y,z)$ be the unit vector along the magnetization of a uniformly magnetized particle of volume $V$. In zero field its cubic anisotropy energy is
\begin{equation}
E=K_1V(x^2y^2+y^2z^2+z^2x^2),\qquad K_1>0.
\end{equation}
It vanishes when two components vanish, so the minima are $\pm x$, $\pm y$ and $\pm z$.

To leave the well at $+x$, the magnetization must reach a direction where $|x|$ ceases to be the largest component. Suppose that it ties with $|y|$ there. Put $x^2=y^2=a$ and $z^2=1-2a$. Since $z^2\le a$ and $z^2\ge0$, $a$ lies between $1/3$ and $1/2$, and
\begin{equation}
\frac{E}{K_1V}=a^2+2a(1-2a)=2a-3a^2 .
\end{equation}
The derivative $2-6a$ is not positive in this range, so the lowest point of the ridge is at $a=1/2$, where $z=0$. The barrier is therefore
\begin{equation}
E_b=K_1V\left(1-\tfrac34\right)=\tfrac14K_1V .
\end{equation}
The pass lies halfway between $+x$ and $\pm y$, so it joins perpendicular wells. By symmetry each well has four such passes. None leads straight to the opposite well.

When $E_b$ is many times $k_BT$, the particle normally settles in a well and loses memory of its arrival before it leaves. This justifies constant hopping rates. I assume at first that every completed hop ends in a perpendicular well. Section~\ref{sec:compare} removes that restriction.

\section{First derivation: balance of populations}

Let $p_i$ be the probability of well $i$, with $\sum_ip_i=1$. For an axis $a$ define
\begin{equation}
m_a=p_{+a}-p_{-a},\qquad q_a=p_{+a}+p_{-a}.
\end{equation}
Within the six-well description, $m_a$ is the mean magnetization component in units of its saturation value, and $q_a$ is the probability of finding the magnetization along axis $a$, whatever its sign.

The well $+a$ gains probability at rate $k$ from each of four perpendicular wells. Their total population is $1-q_a$. It loses probability through four exits. The same holds for $-a$, hence
\begin{align}
\dot p_{+a}&=k(1-q_a)-4kp_{+a},\\
\dot p_{-a}&=k(1-q_a)-4kp_{-a}.
\end{align}
Subtraction cancels the common inflow:
\begin{equation}
\dot m_a=-4km_a,\qquad m_a(t)=m_a(0)e^{-4kt}.
\end{equation}
Addition doubles it:
\begin{equation}
\dot q_a=2k(1-q_a)-4kq_a=2k-6kq_a .
\end{equation}
The stationary value is $q_a=1/3$. Since $2k=6k\cdot\tfrac13$,
\begin{equation}
\frac{d}{dt}\left(q_a-\tfrac13\right)=-6k\left(q_a-\tfrac13\right).
\end{equation}
The extra $2k$ has a direct meaning. An excess on one axis is a deficit on the other two, so it reduces the return flow as well as increasing the outflow.

These equations contain the whole dynamics. Six populations have six independent combinations: the conserved total, three $m_a$, and two independent $q_a$, because $q_x+q_y+q_z=1$. Their decay rates are $0$, $4k$ three times, and $6k$ twice.

For a start in $+z$, $m_z=e^{-4kt}$ and $q_z=\tfrac13+\tfrac23e^{-6kt}$. From $p_{\pm z}=(q_z\pm m_z)/2$,
\begin{equation}
p_{\pm z}=\tfrac16\pm\tfrac12e^{-4kt}+\tfrac13e^{-6kt},
\label{eq:pop}
\end{equation}
and each side well has $(1-q_z)/4=(1-e^{-6kt})/6$. At late times all six reach $1/6$. At early times, with $\tau=kt$,
\begin{align}
p_{-z}&\simeq\tfrac16-\tfrac12(1-4\tau+8\tau^2)+\tfrac13(1-6\tau+18\tau^2)\nonumber\\
&=2\tau^2 .
\end{align}
The constant and linear terms cancel because reaching the opposite well takes two hops.

\section{Second derivation: counting hops}

Now follow one particle. Its hops occur at total rate $4k$ whichever well it occupies, so the number $N$ of hops up to time $t$ has the Poisson distribution
\begin{equation}
P_N(t)=e^{-4kt}\frac{(4kt)^N}{N!}.
\end{equation}
Each hop chooses one of four perpendicular directions with equal probability. These directions form two opposite pairs, so their mean is zero. A single hop erases the mean magnetization, and later hops cannot restore it. What survives at time $t$ is the contribution of particles that have not hopped:
\begin{equation}
m_a(t)=m_a(0)P_0(t)=m_a(0)e^{-4kt}.
\end{equation}

For the axis population use $u_a=n_a^2-\tfrac13$, whose mean is $q_a-\tfrac13$. It equals $\tfrac23$ in the two wells on axis $a$ and $-\tfrac13$ in the other four. From a well on the axis, every hop leads off it:
\begin{equation}
\tfrac23\longrightarrow-\tfrac13=-\tfrac12\cdot\tfrac23 .
\end{equation}
From a well off the axis, two of the four targets lie on it and two do not:
\begin{equation}
-\tfrac13\longrightarrow\tfrac12\cdot\tfrac23+\tfrac12\left(-\tfrac13\right)=\tfrac16=-\tfrac12\left(-\tfrac13\right).
\end{equation}
In both cases one hop multiplies the mean of $u_a$ by $-\tfrac12$. After $N$ hops the factor is $(-\tfrac12)^N$, and averaging over $N$ gives
\begin{align}
\frac{q_a(t)-\frac13}{q_a(0)-\frac13}
&=e^{-4kt}\sum_{N=0}^{\infty}\frac{(4kt)^N}{N!}\left(-\tfrac12\right)^N\nonumber\\
&=e^{-4kt}e^{-2kt}=e^{-6kt}.
\end{align}
The quadrupole can decay faster than hops occur because a hop reverses the sign of its mean. Particles that have hopped once partly cancel those that have not hopped.

\section{What each derivation assumes}
\label{sec:compare}

Both derivations use equal wells, equal side rates and memoryless hops. They use these assumptions differently, which shows what survives when one of them fails.

\paragraph{Direct reversal.} Let a particle also pass to the opposite well at rate $k'$. In the population balance, $\dot p_{+a}$ gains $k'(p_{-a}-p_{+a})$ and $\dot p_{-a}$ gains the negative of this. Their difference adds $-2k'm_a$ and their sum adds nothing:
\begin{equation}
\Gamma_M=4k+2k',\qquad\Gamma_Q=6k .
\label{eq:direct}
\end{equation}
Hop counting agrees. The total rate is $R=4k+k'$. The mean factors per hop are $-k'/R$ for the dipole and $(-2k+k')/R$ for the quadrupole. A factor $\lambda$ gives the decay rate $R(1-\lambda)$, which reproduces both results. The ratio is
\begin{equation}
\frac{\Gamma_Q}{\Gamma_M}=\frac{3}{2+k'/k}.
\end{equation}
It is $3/2$ without direct reversal and $1$ when all five other wells are equally likely targets, $k'=k$.

\paragraph{Waiting times.} Hop counting needs the Poisson law only in its last step. If the waiting times followed another law, the same in every well and independent of the direction chosen, then for side hops alone $m_a(t)/m_a(0)$ would still be the probability of no hop. The quadrupole would still be $\sum_NP_N(t)(-\tfrac12)^N$. The two exponentials would be lost. The population equations assume constant rates from the start and do not cover this case.

\paragraph{Unequal wells.} Here the population balance is the stronger method. Let a slight elongation along $z$ add the energy $-\varepsilon k_BTz^2$. The $z$ wells fall by $\varepsilon k_BT$. The saddles between $z$ and a side axis have $z^2=\tfrac12$ and fall by half as much. With unchanged prefactors, the rate out of a $z$ well to each neighbour is $ke^{-\varepsilon/2}$, the rate from a side well to each $z$ well is $ke^{\varepsilon/2}$, and hops between $x$ and $y$ keep rate $k$. Repeating the subtraction and addition gives
\begin{align}
\Gamma_{m_z}&=4ke^{-\varepsilon/2},\\
\Gamma_{m_x}&=2k+2ke^{\varepsilon/2},\\
\Gamma_{q_z}&=4ke^{-\varepsilon/2}+2ke^{\varepsilon/2}.
\end{align}
The number of hops now depends on which wells were visited, so the simple average over an independent $N$ no longer applies.

\section{The hopping rate of a 12 nm cube}

Take a cube of edge 12 nm at 300 K with $K_1=2\times10^5$ J/m$^3$, magnetization $M_s=4\times10^5$ A/m and damping $\alpha=0.1$. These are rough values in the regime of cobalt ferrite. The volume is 1728 nm$^3$, which gives
\begin{equation}
\frac{K_1V}{k_BT}=83.4,\qquad \frac{E_b}{k_BT}=\frac{83.4}{4}=20.9,
\end{equation}
or $E_b=0.539$ eV.

The rate $k$ also needs a prefactor, and the size of $k'$ must be found. Both follow from the Landau--Lifshitz--Gilbert equation with thermal noise. Without noise,
\begin{equation}
\dot{\mathbf n}=-\gamma\,\mathbf n\times\mathbf B+\alpha\,\mathbf n\times\dot{\mathbf n},\qquad
\mathbf B=-\frac{\nabla E}{M_sV},
\end{equation}
where $\gamma$ is the electron gyromagnetic ratio and $\nabla$ is the gradient on the unit sphere. Taking $\mathbf n\times$ of the equation and using $\mathbf n\times(\mathbf n\times\dot{\mathbf n})=-\dot{\mathbf n}$ gives $\mathbf n\times\dot{\mathbf n}=-\gamma\,\mathbf n\times(\mathbf n\times\mathbf B)-\alpha\dot{\mathbf n}$. Since $\mathbf B$ is tangential, $\mathbf n\times(\mathbf n\times\mathbf B)=-\mathbf B$. Substitution yields
\begin{equation}
(1+\alpha^2)\dot{\mathbf n}=-\gamma\,\mathbf n\times\mathbf B+\alpha\gamma\mathbf B .
\end{equation}
With $v=E/k_BT$ this becomes
\begin{equation}
\dot{\mathbf n}=D\left[-\nabla v+\frac1\alpha\,\mathbf n\times\nabla v\right],\quad
D=\frac{\alpha\gamma k_BT}{(1+\alpha^2)M_sV}.
\end{equation}
Isotropic noise adds diffusion, so the mean of any function $f(\mathbf n)$ changes at a rate equal to the mean of
\begin{equation}
\mathcal Lf=D\left[\nabla^2f-\nabla v\cdot\nabla f+\frac1\alpha(\mathbf n\times\nabla v)\cdot\nabla f\right].
\end{equation}
The diffusion coefficient must equal $D$ for the Boltzmann weight $e^{-v}$ to be stationary. Integration by parts gives $\int e^{-v}\nabla^2f=\int e^{-v}\nabla v\cdot\nabla f$, so the first two terms cancel. The last integrates to zero because $e^{-v}\,\mathbf n\times\nabla v=-\mathbf n\times\nabla e^{-v}$ has no divergence on the sphere.

I expanded $\mathcal L$ in spherical harmonics up to degree 130 and found the slowest dipole and quadrupole decay rates by inverse iteration. For $D=1.045\times10^8$ s$^{-1}$ they are $\Gamma_M=68.7$ s$^{-1}$ and $\Gamma_Q=100.0$ s$^{-1}$. Equation~(\ref{eq:direct}) then gives
\begin{align}
k&=\frac{\Gamma_Q}{6}=16.7\ \mathrm{s}^{-1},\\
k'&=\frac{\Gamma_M-4k}{2}=\frac{68.7-66.7}{2}\simeq1.0\ \mathrm{s}^{-1}.
\end{align}
Direct reversal is thus $6\%$ of one side rate. It raises the magnetization decay rate by $3\%$ above $4k$.

The ratio $\Gamma_Q/\Gamma_M$ is 1.457. If the precession term is dropped, which is the limit of strong damping, the same particle gives 1.500. A separate case with weaker damping, $\alpha=0.02$, and a lower barrier, $K_1V/k_BT=40$, gives 1.248, or $k'/k\simeq0.40$. Both changes contribute: at $K_1V/k_BT=40$ the ratio is 1.40, or $k'/k\simeq0.14$, for $\alpha=0.1$, and 1.50 without precession. A possible cause is that a precessing magnetization that loses little energy per orbit, compared with $k_BT$, crosses a second saddle before it settles. The decay rates show the direct transfers but do not trace their paths.

\section{Relaxation and ten-year retention}

With side hops alone, the two relaxation times are
\begin{equation}
\frac1{4k}=15.0\ \mathrm{ms},\qquad \frac1{6k}=10.0\ \mathrm{ms}.
\end{equation}
Including $k'$ shortens the first to 14.6 ms and leaves the second unchanged.

After 10 ms, $kt=0.1667$, so $e^{-4kt}=0.513$ and $e^{-6kt}=0.368$. For a start in $+z$, Eq.~(\ref{eq:pop}) gives
\begin{align}
p_{+z}&=0.1667+0.2567+0.1226=0.546,\\
p_{-z}&=0.1667-0.2567+0.1226=0.033.
\end{align}
Each side well holds 0.105. Almost half the magnetization is lost, yet few particles have reversed. Most of the loss is due to particles lying sideways.

Direct reversal matters more for $p_{-z}$ than for the mean magnetization. It fills the opposite well as $k't$, against $2k^2t^2$ for two side hops. These leading terms are equal at $t=k'/(2k^2)\simeq1.8$ ms. Well before then, the small direct rate supplies most of the reversed particles. At 10 ms the magnetization becomes $e^{-0.687}=0.503$, and $p_{-z}$ rises from 0.033 to 0.038.

With these parameters a 12 nm particle is therefore no long-term memory at 300 K. The time depends exponentially on $K_1$: a value of $3\times10^5$ J/m$^3$ would already lengthen $1/(4k)$ from 15 ms to several minutes. Suppose that 90\% of the mean magnetization must survive ten years, $t=3.16\times10^8$ s. From $e^{-4kt}=0.9$,
\begin{equation}
k=\frac{-\ln0.9}{4t}=8.3\times10^{-11}\ \mathrm{s}^{-1}.
\end{equation}
Write $k=f_0e^{-E_b/k_BT}$. The computed rate of the 12 nm cube gives $f_0=1.91\times10^{10}$ s$^{-1}$. Holding $f_0$, $K_1$ and temperature fixed,
\begin{equation}
\frac{E_b}{k_BT}=\ln\frac{1.91\times10^{10}}{8.3\times10^{-11}}=46.9 .
\end{equation}
Since $E_b$ grows as the cube of the edge $L$,
\begin{equation}
L=12\ \mathrm{nm}\left(\frac{46.9}{20.9}\right)^{1/3}=15.7\ \mathrm{nm}.
\end{equation}
The prefactor is not strictly constant: an 11 nm cube gives $1.67\times10^{10}$ s$^{-1}$. The edge is insensitive to this. Doubling $f_0$ adds $\ln2=0.69$ to the required $46.9$, which raises $L$ by about $0.5\%$. Using $k$ in place of $4k$ would lower the required barrier by $\ln4=1.39$ and the edge by about $1\%$. At a given size, however, it would overstate the relaxation time fourfold.

\section{Real particles}

Cobalt ferrite is a suitable example because its cubic anisotropy can be strong, with easy directions along the cube axes. Its anisotropy depends strongly on composition and preparation, and the damping of small particles is uncertain, so the rates above illustrate a regime and do not predict a given sample.

The equality of the wells is a delicate assumption, because a small change of shape breaks it. To size the effect, replace the cube by a spheroid of the same volume, $1\%$ longer along $z$. Its demagnetizing factors across and along $z$ differ by $\Delta N=0.0040$, from numerical integration of the standard ellipsoid formula. Then
\begin{equation}
\varepsilon=\frac{\mu_0M_s^2V\Delta N}{2k_BT}=0.167 ,
\end{equation}
and the formulas for unequal wells give $\Gamma_{m_z}=3.68k$, $\Gamma_{m_x}=4.17k$ and $\Gamma_{q_z}=5.85k$. For this spheroid, a $1\%$ elongation thus changes the decay of $m_z$ by about $8\%$, more than direct reversal does. These formulas keep the prefactors fixed and omit $k'$; the continuous equation with the shape term at $\alpha=0.1$ gives about $7.5\%$. A cube stretched by $1\%$ has a somewhat smaller $\Delta N$, about $0.0033$, and the change is $7\%$.

In an assembly, the spread of sizes matters far more. At fixed $f_0$, a $5\%$ larger edge raises the barrier by $16\%$, or $3.3k_BT$, and slows hopping about 27 times. A sum over such particles is not a single exponential, although each may obey the $4k$ and $6k$ laws. Interactions between particles and surface anisotropy are also left out.

A stray field of 1 mT along $z$ gives the moment an energy of $\mp0.167k_BT$ in the wells $\pm z$. Their equilibrium populations then differ by a factor of about $e^{0.334}\simeq1.4$, and $m_z$ no longer relaxes to zero. Heating from 300 to 310 K at fixed $K_1$ and $f_0$ multiplies $k$ by 1.96. If $K_1$ falls on heating, the increase is larger.

Two further estimates support the picture of one classical moment. Turning the magnetization by $\pi$ across an edge $L$ costs an exchange energy density $A(\pi/L)^2$. With a rough stiffness $A=10^{-11}$ J/m, this exceeds $K_1$ for $L<\pi\sqrt{A/K_1}=22$ nm, which includes all the cubes considered here. This favours uniform rotation but does not prove it. The limit scales as $\sqrt A$: for $A$ below about $5\times10^{-12}$ J/m the 15.7 nm cube would lie beyond it, and the barrier $K_1V/4$ used for retention would be an overestimate. The anisotropy field, found by equating $K_1V\theta^2$ for a small tilt $\theta$ to $M_sVB\theta^2/2$, is $B=2K_1/M_s=1.0$ T. The precession quantum $\hbar\gamma B$ is $0.0045k_BT$, so a classical description of motion in the well is reasonable at 300 K.
